# Sternheimer equation for metals at finite wavevector and frequency, part 1

(Sections cited here and not found follow in the second part.)

**Q.** For an insulator I know the Sternheimer method: project the perturbed orbital on the empty manifold and solve one linear system per occupied state. In a metal with smeared occupations there is no clean empty manifold, and the intraband transitions have excitation energies down to zero. What quantity do you want, and from what starting point?

**A.** The Kohn–Sham density response to first order. The algebra is in atomic units. Bloch states $e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ obey $H_{\mathbf k}u_{n\mathbf k}=\varepsilon_{n\mathbf k}u_{n\mathbf k}$ with $H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V$, $V$ local and real, and $\langle u|u\rangle=1$ as an average over the cell of volume $\Omega$. The occupations are $f((\varepsilon-\mu)/\sigma)$ and the spin factor is $g=2$. The perturbation is $\delta V(\mathbf r)e^{i(\mathbf q\cdot\mathbf r-zt)}$ with $\delta V$ local and lattice periodic, $z=\omega+i\eta$, $\eta\ge0$, and $\mathbf q$ not a reciprocal lattice vector. The complex-conjugate partner that makes the field real responds separately, by linearity.

The one-body density matrix obeys $i\partial_t\rho=[H,\rho]$. Let $n$ label a state at $\mathbf k$ and $m$ a state at $\mathbf k+\mathbf q$. With $\rho=\rho_0+\delta\rho\,e^{-izt}$ the first-order equation is $z\,\delta\rho=[H_0,\delta\rho]+[\delta V,\rho_0]$, and its $mn$ element is
$$z\,\delta\rho_{mn}=(\varepsilon_m-\varepsilon_n)\delta\rho_{mn}+(f_n-f_m)\,\delta V_{mn},\qquad \delta V_{mn}=\langle u_m|\delta V|u_n\rangle .$$
Solving for $\delta\rho_{mn}$ and taking the diagonal in position gives the periodic part of the induced density, the Adler–Wiser sum
$$\delta n(\mathbf r)=\frac{g}{N_k\Omega}\sum_{\mathbf k}\sum_{nm}T_{nm}(z),\qquad T_{nm}(z)=\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m+z}\,u_n^*u_m\,\delta V_{mn}.\tag{1}$$
Its Fourier components define $\delta n_{\mathbf G}=\sum_{\mathbf G'}\chi^0_{\mathbf G\mathbf G'}\delta V_{\mathbf G'}$. At $z=0$ and $\varepsilon_n=\varepsilon_m$ the quotient is read as its limit $f'=df/d\varepsilon$.

**Q.** With Fermi–Dirac smearing no state is strictly empty. "Without empty states" then has no meaning.

**A.** It needs a definition, and the phrase is loose. Choose an energy $E_c$ above $\mu$ and call $W$ the window of all states with $\varepsilon<E_c$. The almost empty states inside $W$ have to be computed; the states above $E_c$ do not. The one approximation is to replace $f$ by $\bar f$, equal to $f$ in $W$ and zero outside. Its cost has a bound for $\eta>0$. For the head, $\delta V=1$ and (1) gives
$$\chi^0_{00}=\frac{g}{N_k\Omega}\sum_{\mathbf k nm}\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m+z}|M_{mn}|^2,\qquad M_{mn}=\langle u_m|u_n\rangle .$$
The change of $\chi^0_{00}$ is the same sum with $f$ replaced by $f-\bar f$. Each denominator has modulus at least $\eta$, and completeness gives $\sum_m|M_{mn}|^2=\sum_n|M_{mn}|^2=1$. The $f_n$ and the $f_m$ terms are therefore each bounded by $n_{\rm out}/\eta$, where $n_{\rm out}$ is the electron density held above $E_c$:
$$|\Delta\chi^0_{00}|\le 2n_{\rm out}/\eta.\tag{2}$$

**Q.** Even with $\bar f$, the sum (1) has terms in which $n$ lies above $E_c$ and $m$ inside $W$. A linear equation for the change of $u_n$ needs $u_n$. How do those terms go away?

**A.** Time reversal exchanges the roles of $n$ and $m$. Since $V$ is real, $H_{-\mathbf k}=H_{\mathbf k}^*$, so $u_{n,-\mathbf k}=u_{n\mathbf k}^*$ and $\varepsilon_{n,-\mathbf k}=\varepsilon_{n\mathbf k}$. In a term of (1) put $\mathbf k=-\mathbf k'-\mathbf q$. The state $n$ then sits at $-(\mathbf k'+\mathbf q)$ and the state $m$ at $-\mathbf k'$, so that
$$u^*_{n\mathbf k}=u_{n,\mathbf k'+\mathbf q},\qquad u_{m,\mathbf k+\mathbf q}=u^*_{m\mathbf k'},$$
$$\delta V_{mn}=\frac1\Omega\int u_{m\mathbf k'}\,\delta V\,u^*_{n,\mathbf k'+\mathbf q}=\langle u_{n,\mathbf k'+\mathbf q}|\delta V|u_{m\mathbf k'}\rangle .$$
The last step uses the locality of $\delta V$, and $\delta V$ is not conjugated. Multiplying numerator and denominator of the quotient by $-1$,
$$\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m+z}=\frac{f_m-f_n}{\varepsilon_m-\varepsilon_n-z}.$$
The term $T_{nm}(z)$ at $\mathbf k$ thus equals $T_{mn}(-z)$ at $\mathbf k'$, with $-z$ and not $-z^*$.

Now give each pair two weights that add to one. Let $w(a;b)$ be a function of two energies with $w(a;b)+w(b;a)=1$ and write $w_{mn}=w(\varepsilon_m;\varepsilon_n)$. Split $T_{nm}(z)=w_{mn}T_{nm}(z)+w_{nm}T_{nm}(z)$, apply the map to the second piece and swap the dummy labels there. Both pieces then carry $w_{mn}$:
$$\delta n=\frac{g}{N_k\Omega}\sum_{\mathbf k nm}w_{mn}\,[T_{nm}(z)+T_{nm}(-z)].\tag{3}$$
Choose $w_{mn}=1$ for $n\in W$, $m\notin W$, and hence $w_{mn}=0$ for $n\notin W$, $m\in W$. Pairs with both states outside have $\bar f_n-\bar f_m=0$. For both states inside take $w_{mn}=\theta_{mn}=\theta((\varepsilon_m-\varepsilon_n)/\sigma)$, with any $\theta$ obeying $\theta(x)+\theta(-x)=1$. Every surviving term has $n\in W$.

**Q.** You relabelled a discrete sum. Is that allowed on a finite mesh?

**A.** It is allowed when $\mathbf k\to-\mathbf k-\mathbf q$ maps the mesh onto itself. Writing $\mathbf k=\boldsymbol\kappa-\mathbf q/2$ turns the map into $\boldsymbol\kappa\to-\boldsymbol\kappa$, so a symmetric mesh in $\boldsymbol\kappa$ serves for any $\mathbf q$. On other meshes (1) and (3) are two different quadratures of one integral. In the model below, a seven-point mesh displaced off symmetry makes them differ by 7% of the largest element of $\chi^0$, while on the symmetric seven-point mesh the program asserts agreement to $10^{-10}$. In a collinear magnet without spin–orbit coupling each spin channel still has a real local $V$, and the map holds channel by channel; a magnetic field acting on the orbital motion, or a magnetization together with spin–orbit coupling, removes the relation $H_{-\mathbf k}=H_{\mathbf k}^*$ used above, and this derivation of (3) no longer applies.

**Q.** Equation (3) still sums $m$ over all bands. Show me the linear system.

**A.** Define, for $n\in W$,
$$|\Delta u_n^\pm\rangle=\sum_m w_{mn}\frac{\bar f_n-\bar f_m}{\varepsilon_n-\varepsilon_m\pm z}|u_m\rangle\,\delta V_{mn},\qquad \delta n=\frac{g}{N_k\Omega}\sum_{\mathbf k,\,n\in W,\,\pm}u_n^*\,\Delta u_n^\pm.\tag{4}$$
Let $P=\sum_{m\in W}|u_m\rangle\langle u_m|$ at $\mathbf k+\mathbf q$ and apply $A^\pm=H_{\mathbf k+\mathbf q}+\alpha P-\varepsilon_n\mp z$, which is diagonal in the $u_m$.

For $m\notin W$ the eigenvalue is $\varepsilon_m-\varepsilon_n\mp z=-(\varepsilon_n-\varepsilon_m\pm z)$, the weight is 1 and $\bar f_m=0$. The coefficient of $|u_m\rangle\delta V_{mn}$ in $A^\pm\Delta u_n^\pm$ is $-f_n$, independent of $m$.

For $m\in W$ the eigenvalue is $\alpha-(\varepsilon_n-\varepsilon_m\pm z)$, and the coefficient is
$$-\theta_{mn}(f_n-f_m)+\alpha\,\theta_{mn}\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m\pm z}.$$
Write this as $-f_n+\beta^\pm_{nm}$. Since $f_n-\theta_{mn}(f_n-f_m)=f_n(1-\theta_{mn})+f_m\theta_{mn}$ and $1-\theta_{mn}=\theta_{nm}$,
$$\beta^\pm_{nm}=f_n\theta_{nm}+f_m\theta_{mn}+\alpha\,\theta_{mn}\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m\pm z}.\tag{5}$$
The term $-f_n$ now runs over all $m$, and completeness turns $\sum_m|u_m\rangle\delta V_{mn}$ into $\delta V|u_n\rangle$:
$$(H_{\mathbf k+\mathbf q}+\alpha P-\varepsilon_n\mp z)|\Delta u_n^\pm\rangle=-\Big[f_n-\sum_{m\in W}\beta^\pm_{nm}|u_m\rangle\langle u_m|\Big]\delta V|u_n\rangle.\tag{6}$$
No state above $E_c$ appears by name. Whenever $A^\pm$ is nonsingular, which $\eta>0$ guarantees, the solution of (6) is (4), so the density equals (1) with $\bar f$, whatever $\theta$ and $\alpha$ are. At $z=0$ the two equations coincide and give de Gironcoli's static equation, with $f'$ for degenerate pairs.

**Q.** Where did the intraband terms go? They have poles at $\omega=\varepsilon_m-\varepsilon_n$, and no shift $\alpha$ can remove a physical pole.

**A.** None is removed. An intraband pair whose excitation energy is small against $E_c-\mu$ and whose $f_n-f_m$ is appreciable has both states near $\mu$, hence in $W$. On the left of (6) such an $m$ has its eigenvalue lifted by $\alpha$; the pole reappears in the last term of (5), a number computed from known eigenvalues. Dividing $-f_n+\beta^\pm_{nm}$ by the lifted eigenvalue returns the coefficient in (4). At real $\omega$ inside the particle–hole continuum $\beta^+$ is singular on a surface in $\mathbf k$, so $\eta>0$ and a mesh that resolves it are still needed. Poles into states above $E_c$ stay in the operator on the left.

**Q.** If $\alpha$ drops out, set $\alpha=0$. Better, split $f_n-f_m$ and drop the projector altogether.

**A.** For $\eta>0$ that is a valid identity. Mapping the $-\bar f_m$ half of (1) by time reversal gives $\Delta u_n^\pm=\bar f_n(\varepsilon_n\pm z-H_{\mathbf k+\mathbf q})^{-1}\delta Vu_n$, and the program asserts that this reproduces (6). The trouble is conditioning. At $\boldsymbol\kappa=0$ time reversal gives $\varepsilon_{n,-\mathbf q/2}=\varepsilon_{n,\mathbf q/2}$, so for $z=i\eta$ the operator has an eigenvalue of modulus $\eta$. The two solutions contain terms $\pm f_n/(i\eta)$ that cancel in the density, so this pair contributes zero for every $\eta>0$, and its static value $f'$ cannot be obtained at $z=0$, where the operator is singular. At nearby points $f'$ appears only as the difference of large terms of size $f_n/|\varepsilon_n-\varepsilon_m|$ from $\boldsymbol\kappa$ and $-\boldsymbol\kappa$. The operator is normal, so its condition number is $\lambda_{\max}/\eta$, with $\lambda_{\max}$ the largest eigenvalue in modulus. For band 1 of the model at $\eta=10^{-5}$ eV it is $6.07\times10^7$, which means $\lambda_{\max}\approx 607$ eV. With $\alpha P$ it is 38.1, so the smallest eigenvalue is $607/38.1\approx15.9$ eV, the distance to the lowest state outside $W$ at that point. The tests assert the $1/\eta$ growth in the first case and independence of $\eta$ in the second.

**Q.** And $\theta$? If $\theta=\tfrac12$ gives the same density, the smooth step is decoration.

**A.** It is when (6) is solved for every $n\in W$. It matters when the solves are limited to $\varepsilon_n<E_s<E_c$. Put $x=(\varepsilon-\mu)/\sigma$, take Fermi–Dirac $f=1/(1+e^{x})$ and the logistic $\theta_{mn}=1/(1+e^{x_n-x_m})$. Then $f_n\le e^{-x_n}$ and
$$\theta_{mn}f_m=\frac{1}{(1+e^{x_n-x_m})(1+e^{x_m})}\le e^{-(x_n-x_m)}e^{-x_m}=e^{-x_n}.$$
As $|f_n-f_m|\le\max(f_n,f_m)$, every weight $w_{mn}|\bar f_n-\bar f_m|$ of a dropped state is at most $e^{-x_n}$. The step hands each pair to its lower member. With $\theta=\tfrac12$ a dropped state carries the weight $f_m/2$ of a filled partner, and half of each such transition is lost.

The gain is definiteness at real $\omega$. The eigenvalues of $A^+$ exceed $E_c-E_s-\omega$ for $m\notin W$ and $\varepsilon_{\min}+\alpha-E_s-\omega$ for $m\in W$. For $0\le\omega<E_c-E_s$ and $\alpha>E_s-\varepsilon_{\min}+\omega$ they are positive, and those of $A^-$ are larger by $2\omega$. These conditions are sufficient, not necessary. Once $\varepsilon_n+\omega$ passes the lowest state outside $W$ at $\mathbf k+\mathbf q$, $A^+$ is indefinite, because a real transition to that state is open.

**Q.** In a metal $\mu$ responds to a perturbation. You held it fixed.

**A.** Every Fourier component of $\delta n\,e^{i\mathbf q\cdot\mathbf r}$ has wavevector $\mathbf q+\mathbf G\neq0$, so the electron number is unchanged at first order with $\mu$ fixed. For a static perturbation at $\mathbf q=\mathbf G$ the levels move at first order by $\delta\varepsilon_n=\delta V_{nn}$, and $\sum f_n'(\delta\varepsilon_n-\delta\mu)=0$ forces $\delta\mu=\sum f'_n\delta V_{nn}/\sum f'_n$, a term that (6) lacks. In a four-cell supercell of the model at fixed electron number, doubling the amplitude multiplies the shift of $\mu$ by 3.9999 for $q=G/4$ and by 2.003 for $q=G$: quadratic and linear.

**Q.** The static and the optical long-wavelength limits of a metal differ. Does one equation hold both?

Equation (6) gives the density response of a metal, with occupations cut off above $E_c$, from the states below $E_c$ alone, and the intraband poles are kept in $\beta^\pm$. Still to come are the two long-wavelength limits, the self-consistent response, the choice of smearing function, and the worked model with its numerical checks.
